# The Internal-Field Factor for Charged and Neutral Dopant–Defect Pairs

**Q.** You want one internal-field factor for every kind of mobile dopant–defect pair. A positive pair is pushed by the field, a negative one is pushed the other way, and a neutral one is not pushed at all. How could one factor serve all three?

**A.** The field also acts before the pairs move: it decides how many of each kind exist at each point. The concentration gradients therefore differ from pair to pair, and so do the drift terms. Whether the differences cancel has to be calculated.

Let the substitutional dopant A have charge $z=+1$ (donor) or $z=-1$ (acceptor), in units of the elementary charge $e$. It moves only while paired with a native defect X of charge $j$:

$$A^z+X^j\rightleftharpoons(AX)^q,\qquad q=z+j .$$

For a donor, defects with $j=0,-1,-2$ give pairs with $q=+1,0,-1$. I write $C_A$ for the concentration of unpaired dopants and $C_q$ for that of pairs of charge $q$. The electrostatic potential $\psi$ enters as $\varphi=e\psi/kT$, with $\psi=0$ where the material is intrinsic.

**Q.** What fixes the number of pairs? You can't simply assume a dependence on the potential.

**A.** Equilibrium fixes it. For a dilute species $s$ of charge $Q_s$, the electrochemical potential divided by $kT$ is

$$\mu_s=g_s+\ln C_s+Q_s\varphi ,$$

where the constant $g_s$ contains its energy and reference entropy. I assume that $g_s$ does not depend on position.

Electrons move much faster than dopants, and no current is driven through the sample. The small electron flux that balances the charge carried by the pairs needs almost no gradient of the Fermi level $E_F$, so I take $E_F$ as flat. A neutral defect becomes $X^j$ by giving up $j$ electrons; negative $j$ means that it takes them. Equilibrium requires

$$g_{X^0}+\ln C_{X^0}=g_{X^j}+\ln C_{X^j}+j\varphi+jE_F/kT .$$

Solving for $C_{X^j}$ gives

$$C_{X^j}=k_j\,C_{X^0}\,e^{-j\varphi},\qquad k_j=e^{\,g_{X^0}-g_{X^j}-jE_F/kT}.$$

The factor $k_j$ is uniform because $E_F$ is. For pairing, equilibrium requires $\mu_A+\mu_{X^j}=\mu_q$, or

$$g_A+\ln C_A+z\varphi+g_{X^j}+\ln C_{X^j}+j\varphi=g_q+\ln C_q+q\varphi .$$

Since $q=z+j$, the potential drops out of this equation, and $C_q$ is a constant times $C_AC_{X^j}$. Inserting the defect concentration gives

$$C_q=K_j\,C_A\,C_{X^0}\,e^{-j\varphi},$$

with $K_j$ uniform. The exponent contains the charge $j$ of the defect, not the charge $q$ of the pair.

**Q.** Then a neutral donor pair has $j=-1$ and a concentration proportional to $C_Ae^{\varphi}$. It depends on the potential although it has no charge?

**A.** Yes. It is assembled from a positive donor and a negative defect, and negative defects are more numerous where $\varphi$ is high. Equivalently, making the pair from a positive donor and a neutral defect takes an electron from the reservoir, and this is easier where the Fermi level lies higher above its intrinsic position $E_i$. The two descriptions agree because $\varphi=(E_F-E_i)/kT$.

**Q.** Now let the pairs move. Where does the field enter?

**A.** The force on a pair is $-qe\nabla\psi$. For hopping that is linear in the force, Einstein's relation gives the mobility per unit force as $D_q/kT$. Diffusion and drift together are

$$J_q=-D_q\left(\nabla C_q+q\,C_q\nabla\varphi\right).$$

To find the gradient, take the logarithm of the equilibrium law, differentiate it, and multiply by $C_q$:

$$\nabla C_q=C_q\left(\nabla\ln C_A+\nabla\ln C_{X^0}-j\nabla\varphi\right).$$

Substitution leaves the potential gradient with the coefficient $-j+q=z$:

$$J_q=-D_qC_q\left(\nabla\ln C_A+z\nabla\varphi+\nabla\ln C_{X^0}\right).$$

The bracket contains no pair charge. If neutral defects are uniform, its last term vanishes. In a region where $\varphi$ is a function of $C_A$, the chain rule gives $\nabla\varphi=(d\varphi/dC_A)\nabla C_A$, and therefore

$$J_q=-d_q\,h\,\nabla C_A,\qquad d_q=\frac{D_qC_q}{C_A},\qquad h=1+zC_A\frac{d\varphi}{dC_A}.$$

This holds for $q=0$ as well. What the pairs share is $h$; their contributions $d_q$ to the diffusivity differ.

**Q.** I would like to see the neutral pair on its own. I still suspect that a drift term has been slipped in.

**A.** Separate the two parts. Because $z^2=1$, the definition of $h$ gives $C_A\nabla\varphi=z(h-1)\nabla C_A$. In units of $-d_q\nabla C_A$, the parts are

$$\text{diffusion: }1-zj(h-1),\qquad \text{drift: }qz(h-1)=(1+zj)(h-1).$$

Their sum is $h$. A neutral pair has $j=-z$, so $zj=-1$. Its drift is zero and its diffusion is $1+(h-1)=h$. Its concentration gradient alone supplies the factor.

For a donor pair with $q=+1$, we have $j=0$: diffusion gives 1 and drift gives $h-1$. For $q=-1$, we have $j=-2$: diffusion gives $2h-1$ and drift gives $-(h-1)$. The last pair is pushed against its diffusion, but its gradient is steeper by enough to make up for this.

**Q.** Is the cancellation an accident of the algebra?

**A.** It follows from equilibrium. Written with the electrochemical potential, the flux is $J_q=-D_qC_q\nabla\mu_q$. Pairing equilibrium gives $\mu_q=\mu_A+\mu_{X^j}$, and charge exchange gives $\mu_{X^j}=\mu_{X^0}-jE_F/kT$. With flat $E_F$,

$$\nabla\mu_q=\nabla\mu_A+\nabla\mu_{X^0}.$$

With uniform neutral defects, each pair is driven by the gradient $\nabla\mu_A$ of the ionized dopant. This argument has not used Boltzmann statistics for the electrons.

I also tested the sum by differentiating the concentrations and potential numerically in the original flux. The cases were donors and acceptors, with and without uniform background doping, defect charges from $-3$ to $+2$, and three positions in a Gaussian profile. The largest difference from the closed form of $h$, which comes next, was $1.5\times10^{-5}$.

**Q.** To use $h$ I need $\varphi(C_A)$. What is it?

**A.** Here I add two assumptions: Boltzmann carriers and local charge neutrality. The electron and hole concentrations are $n=n_ie^{\varphi}$ and $p=n_ie^{-\varphi}$, where $n_i$ is the intrinsic concentration. Let $N$ be a uniform background doping, positive for donors. If pairs and free defects carry negligible charge, neutrality reads

$$n-p=2n_i\sinh\varphi=zC_A+N .$$

Differentiation gives $2n_i\cosh\varphi\,(d\varphi/dC_A)=z$. With $\cosh^2\varphi=1+\sinh^2\varphi$,

$$2n_i\cosh\varphi=\sqrt{4n_i^2+(zC_A+N)^2},$$

and, since $z^2=1$,

$$h=1+\frac{C_A}{\sqrt{(zC_A+N)^2+4n_i^2}} .$$

Take $N=0$ first. For $C_A\ll n_i$, $h\simeq1+C_A/2n_i$, because intrinsic carriers screen the dopant charge. For $C_A\gg n_i$, $h\to2$: the majority carriers follow the dopants, so $z\nabla\varphi\simeq\nabla\ln C_A$, and the potential term equals the dopant term. In this model $1<h<2$ for any finite positive $C_A$.

**Q.** So two is the ceiling?

**A.** Not with compensation. Where $N=-zC_A$, the net doping vanishes and $h=1+C_A/2n_i$. Few carriers are left to screen a change in a large dopant concentration. With $C_A=3\times10^{19}\ \mathrm{cm^{-3}}$, an equal and opposite background and $n_i=4.69\times10^{18}\ \mathrm{cm^{-3}}$,

$$h=1+\frac{30}{2\times4.69}=4.20 .$$

If the background itself varies, $\nabla\varphi$ acquires a term in $\nabla N$. The flux is then no longer proportional to $\nabla C_A$ alone, although the bracket remains common to all pairs.

**Q.** If $h$ is common, does the pair charge matter any more?

**A.** It matters through the effective diffusivity. Summing the fluxes gives

$$J=-h\,D_{\rm eff}\nabla C_A,\qquad D_{\rm eff}=\sum_j D_j^i e^{-j\varphi},$$

where $D_j^i=D_qK_jC_{X^0}$ is the contribution at $\varphi=0$. For Boltzmann electrons $e^{-j\varphi}=(n/n_i)^{-j}$, so doubly negative defects contribute in proportion to $n^2$. The height of the Fermi level above $E_i$ thus acts twice: its local value sets the weights of the pairs in $D_{\rm eff}$, and its variation in space produces $h$. The Fermi level itself stays flat; it is $E_i$ that bends.

**Q.** Give me numbers in a case where all three donor pairs take part.

**A.** Take the regime of phosphorus in germanium at 973 K, with vacancies as the defects. The inputs are rough. A gap of 0.37 eV and density-of-states masses of 0.55 and 0.35 electron masses for electrons and holes give $n_i=4.69\times10^{18}\ \mathrm{cm^{-3}}$. For pairs of charge $+1,0,-1$, I choose intrinsic contributions of $1$, $3$ and $16$ in units of $10^{-15}\ \mathrm{cm^2/s}$. This split is illustrative, not measured.

The donor profile is $C_A=5\times10^{19}e^{-(x/100\,\mathrm{nm})^2}\ \mathrm{cm^{-3}}$, without background doping. At $x=50$ nm,

$$C_A=3.894\times10^{19}\ \mathrm{cm^{-3}},\qquad \frac{dC_A}{dx}=-3.894\times10^{24}\ \mathrm{cm^{-4}} .$$

Neutrality gives $\sinh\varphi=38.94/(2\times4.69)=4.15$, so $\varphi=2.131$ and $n/n_i=8.42$. The field factor is

$$h=1+\frac{38.94}{\sqrt{38.94^2+(2\times4.69)^2}}=1.972 .$$

The parts, in units of $-d_q\,dC_A/dx$, are:

| Pair charge | Diffusion | Drift | Sum | Flux share |
|---|---:|---:|---:|---:|
| $+1$ | 1.000 | 0.972 | 1.972 | 0.09% |
| $0$ | 1.972 | 0 | 1.972 | 2.2% |
| $-1$ | 2.944 | $-0.972$ | 1.972 | 97.7% |

The field is 8.15 kV/cm and points down the donor gradient, into the material. It helps the positive pair and opposes the negative one. The effective diffusivity is

$$D_{\rm eff}=\left(1+3\times8.42+16\times8.42^2\right)10^{-15}
=1.16\times10^{-12}\ \mathrm{cm^2/s}.$$

Then $hD_{\rm eff}=2.29\times10^{-12}\ \mathrm{cm^2/s}$, and multiplication by $-dC_A/dx$ gives an inward flux of $8.92\times10^{12}\ \mathrm{cm^{-2}s^{-1}}$. Relative to the intrinsic diffusivity of $2\times10^{-14}\ \mathrm{cm^2/s}$, the change in pair weights contributes a factor of about 58, and $h$ nearly another 2.

**Q.** You required equilibrated reactions. How fast is fast enough?

**A.** Let pairs of one kind relax to their local equilibrium concentration $C_q^{\rm eq}$ in a time $\tau_q$. In a steady state, with the dopant profile held fixed,

$$\nabla\cdot J_q=\frac{C_q^{\rm eq}-C_q}{\tau_q}.$$

Multiplying by $\tau_q$ and defining the relaxation length by $\lambda^2=D_q\tau_q$ gives

$$C_q+\lambda^2\nabla\cdot(J_q/D_q)=C_q^{\rm eq}.$$

When $\lambda$ is short, $C_q$ differs from equilibrium by a term of order $\lambda^2$, and so does the flux from the local law. When $\lambda$ is long, a pair carries its dopant across regions of different equilibrium composition, and the flux is no longer fixed by the local gradient.

I solved this equation for the example with the same $\lambda$ for all pairs and no flux through the ends of a 400 nm interval. At 50 nm depth, the total flux divided by the local law is 0.996 for $\lambda=2$ nm, 0.913 for 10 nm and 0.347 for 50 nm. From 2 to 4 nm, the largest error over the profile grows by a factor of 3.9, close to the 4 expected from $\lambda^2$.

The length to compare with $\lambda$ is that of the pair profile. In the strongly doped region, the dominant pairs follow $C_An^2\simeq C_A^3$, a Gaussian whose length is $100/\sqrt3\simeq58$ nm, not 100 nm.

**Q.** And why should neutral vacancies stay uniform? Moving pairs carry vacancies inward.

**A.** They do, and the vacancies must return or be absorbed. For free defects, the same cancellation gives

$$J_{X^j}=-D_{X^j}C_{X^j}\nabla\ln C_{X^0}.$$

Define $P_X=\sum_jD_{X^j}C_{X^j}$ for free defects and $P_{AX}=\sum_qD_qC_q$ for pairs. Also write $G=\nabla\ln C_{X^0}$ and $F=\nabla\ln C_A+z\nabla\varphi$. If there are no sources or sinks in the bulk and the total defect flux vanishes, then

$$P_XG+P_{AX}(F+G)=0,\qquad G=-\frac{P_{AX}}{P_X+P_{AX}}F .$$

The dopant flux follows as

$$J=-P_{AX}(F+G)=-P_{AX}F\,\frac{P_X}{P_X+P_{AX}} .$$

All pairs still share one factor, but it is smaller than $h$ at the same local $C_{X^0}$. Uniform neutral defects require either $P_{AX}\ll P_X$ or efficient sources and sinks.

For the example, I estimate $P_X$ from a rough intrinsic self-diffusivity by vacancies of $2\times10^{-15}\ \mathrm{cm^2/s}$. Charges $0,-1,-2$ supply 10, 20 and 70% of it. The intrinsic $P_X$ is this self-diffusivity times the atomic density (lattice constant 0.566 nm), divided by a tracer correlation factor of 0.5. The feedback factor at 50 nm is then 0.995, and neutral vacancies deep inside exceed those at the surface by 1.2%. With the self-diffusivity 100 times smaller and the pair parameters unchanged, the factor is 0.67. The assumption is good for the first set of numbers and poor for the second.

**Q.** Germanium at this doping is hardly a Boltzmann semiconductor. How much of your result survives?

**A.** The common factor survives, but its value changes. Fermi–Dirac statistics raise $h$ at 50 nm from 1.97 to 2.20, because degenerate electrons need a larger rise of $\varphi$ for a given relative rise of $n$. At the same $C_A$ and the same intrinsic contributions, $D_{\rm eff}$ grows by a factor of about 1.6. The product $hD_{\rm eff}$, and with it the flux, grows by about 1.8. So the limit of 2 belongs to Boltzmann carriers without compensation.

For real phosphorus in germanium, donor diffusion that rises strongly with electron concentration is well established, and vacancies are the accepted vehicle. The parameters here are meant only to lie in that regime. Of the effects on the value of $h$ that I have sized, degeneracy is the largest. The other neglected effects, each taken separately, are:

- **Higher conduction valleys:** placed 0.18 eV above the lowest ones, with mass 1.1, they lower $h$ to 1.96.
- **Gap narrowing:** 50 meV at the peak, varying as $C_A^{1/3}$ and shared equally by the band edges, lowers $h$ to 1.87. The sharing is an assumption: all in the conduction edge gives 1.77, all in the valence edge 1.96.
- **Space charge:** Poisson's equation changes $h$ by at most 0.13% between 10 and 250 nm. The intrinsic screening length is 2.8 nm, short beside the profile.
- **Nonlinear hopping:** at 50 nm the potential drop over one bond length is $0.0024\,kT/e$, and the relative error of the linear drift law is about $2\times10^{-7}$. Where the field is strongest, near 120 nm, these become $0.0046\,kT/e$ and $9\times10^{-7}$.
- **Paired dopants:** take a vacancy formation energy of 2.5 eV in intrinsic material, a binding energy of 0.5 eV and four neighbour sites per dopant. Doubly negative vacancies add a factor $(n/n_i)^2\simeq116$ at the peak, where the paired fraction is then $4\times116\,e^{-2.0/0.0839}\simeq2\times10^{-8}$. Formation entropy is left out, so this is a low estimate, possibly by several orders of magnitude. If the dominant pairs hop over a barrier of about 1 eV with an attempt frequency of $10^{12}$ to $10^{13}\ \mathrm{s^{-1}}$, the diffusivity assumed above needs, for hops of one bond length, a paired fraction of roughly $10^{-4}$ to a few times $10^{-3}$, which is still small.

I have not sized dopant clustering, which would remove dopants from $C_A$. The valley and gap figures concern $h$ alone; both effects also change $D_{\rm eff}$, so a small change of $h$ does not mean a small change of the flux. Both also act against degeneracy: with these inputs, the three together give $h\simeq1.98$ for equally shared narrowing, and between 1.88 and 2.07 if the conduction or the valence edge takes all of it. With defect levels that follow the electrostatic potential and the same intrinsic contributions, the flux is then about 0.6 of the Boltzmann value for equal sharing (0.3 to 1.1 over those two limits). Neither 2.20 nor the factor 1.8 should be read as an improved value for germanium. The numerical output below gives the remaining values.

**Q.** Then what would actually make a neutral pair lose the factor?

**A.** Its concentration would have to stop following the Fermi level. Suppose neutral pairs were injected and crossed the region without dissociating or exchanging electrons. Their flux would be $-D_0\nabla C_0$, with $C_0$ set by their source and not by $C_Ae^{-j\varphi}$. Nothing would then tie their gradient to $h\nabla C_A$. The neutral pair owes its field factor to local equilibrium, not to a force on it.

## Table of computed values

```
Temperature 973 K; kT = 0.08385 eV
Rough gap 0.37 eV; DOS masses e 0.55, h 0.35 (m_e)
Nc = 5.979e+19, Nv = 3.035e+19, ni = 4.690e+18 cm^-3
Profile: peak 5.0e+19 cm^-3, Gaussian length 100 nm
Intrinsic D part, pair charge +1: 1.00e-15 cm^2/s
Intrinsic D part, pair charge +0: 3.00e-15 cm^2/s
Intrinsic D part, pair charge -1: 1.60e-14 cm^2/s
Intrinsic D_eff = 2.000e-14 cm^2/s
At x = 50 nm: C = 3.8940e+19 cm^-3
  dC/dx = -3.8940e+24 cm^-4
  phi = 2.1308; psi = 0.1787 V
  n/ni = 8.4219; field = 8.15 kV/cm
  common factor h = 1.97219
Pair parts at x, in units of -d_q dC/dx:
  q=+1: diffusion 1.00000, drift +0.97219, sum 1.97219
     share of total flux 0.086 %
  q=+0: diffusion 1.97219, drift +0.00000, sum 1.97219
     share of total flux 2.176 %
  q=-1: diffusion 2.94439, drift -0.97219, sum 1.97219
     share of total flux 97.738 %
D_eff at x = 1.1611e-12 cm^2/s
h*D_eff at x = 2.2900e-12 cm^2/s
Total dopant flux at x = 8.9172e+12 cm^-2 s^-1
h at C = 1e+17 cm^-3: 1.01066
h at C = 1e+18 cm^-3: 1.10601
h at C = 1e+19 cm^-3: 1.72937
h at C = 5e+19 cm^-3: 1.98286
h at C = 3e19, background -3e19 cm^-3: 4.1985
Largest flux-test error in h: 1.5e-05
Relaxation error ratio, 4 nm over 2 nm: 3.904
Flux/local law at x, relaxation 2 nm: 0.9961
Flux/local law at x, relaxation 10 nm: 0.9126
Flux/local law at x, relaxation 50 nm: 0.3474
Rough vacancy self-diffusivity: 2.0e-15 cm^2/s
Vacancy feedback flux factor at x: 0.99504
Neutral vacancies, deep/surface: 1.01153
Feedback factor, self-diffusivity/100: 0.6675
Fermi-Dirac: h = 2.1985, D_eff x 1.5698
Higher valleys (0.18 eV, mass 1.1): h = 1.9635
Gap narrowing (50 meV at peak): h = 1.8661
Intrinsic screening length: 2.811 nm
Poisson: largest change of h, 10-250 nm: 0.128 %
Potential drop per hop 0.00238 kT/e; error 2.4e-07
Paired fraction at peak (2.5 eV, bind 0.5 eV): 2.0e-08
```
